# The three-loop coefficients C63 and C62 from soft photons and contact potentials, part 2

How does a soft photon change the shift that the two-loop contact potential gives an nS electron bound to a fixed point nucleus of charge $Z$? Atomic units are used, with $c=1/\alpha$, $V=-Z/r$, $H=p^2/2+V$ and $L=\ln(c^2/Z^2)$. The state $\psi$ has energy $E$ and value $\psi_0$ at the origin; $\psi_0^2=Z^3/(\pi n^3)$, and $\psi/\psi_0=1-Zr+\dots$ there (the cusp).

The potential $V_2=g_2\,\delta^3(\mathbf r)$, with $g_2=(\alpha/\pi)^2\pi Z\alpha^2B_{40}$, gives $E_2=g_2\psi_0^2$ and $\delta\psi=g_2\psi_0\bar G(r)$. The operator $\bar G$ is $(E-H)^{-1}$ without the state $\psi$, and $\bar G(r)=\langle\mathbf r|\bar G|0\rangle$:

$$\bar G=-\frac1{2\pi r}+\frac Z\pi\ln r+\text{const}+O(r\ln r).\tag{9}$$

Soft photons of energy $k$, with $Q=\sqrt{2k}$, contribute

$$E_{\rm soft}=\frac{2\alpha^3}{3\pi}\int dk\,W(k),\qquad W(k)=\Big\langle\mathbf p\,\frac{H-E}{H-E+k}\,\mathbf p\Big\rangle. \tag{1}$$

The wave-function part of the change of $W$ due to $V_2$, divided by $E_2$, is

$$w(k)=-\frac{4\sqrt2\,Z}{\sqrt k}-\frac{2Z^2}{k}\ln\frac{k}{Z^2}+O\!\left(\frac{Z^2}{k}\right).\tag{10}$$

For $Z=1$ its logarithm is $-\frac{8-4}{k}\int_{1/Q}^1dr/r$. The first derivation integrated $w$ over $k$:

$$\frac{\delta E}{E_2}=-\frac{2\alpha^3Z^2}{3\pi}L^2=-\frac23\,\frac\alpha\pi\,(Z\alpha)^2L^2.\tag{11}$$

The three-loop shift is written as

$$E^{(3)}=\Big(\frac\alpha\pi\Big)^3\frac{Z^4\alpha^2}{n^3}\,\big[C_{40}+Z\alpha\,C_{50}+(Z\alpha)^2(C_{63}L^3+C_{62}L^2+\dots)\big].$$

With a power counting that also makes the two-loop contact constant ($B_{41}=0$), this gave

$$C_{63}=0,\qquad C_{62}=-\tfrac23B_{40}.\tag{12}$$

The second derivation first turns the soft photons into a potential $V_1$. For electron momenta well below $Q$, photons in $dk$ act as $\frac{2\alpha^3}{3\pi}\frac{dk}{k}\,\mathbf p\,(H-E)\,\mathbf p$, where

$$\mathbf p\,(H-E)\,\mathbf p=\tfrac12\big[p^2(H-E)+(H-E)p^2\big]+2\pi Z\,\delta^3(\mathbf r).\tag{13}$$

In the state $\psi$ the bracket vanishes, leaving a repulsive contact potential of strength

$$dg_1=\frac{2\alpha^3}{3\pi}\,2\pi Z\,\frac{dk}k=\frac43\,\alpha^3Z\,\frac{dk}{k}.\tag{14}$$

Integrated from $k\sim Z^2$ to $k\sim c^2$, it gives the one-loop leading logarithm, with coefficient $A_{41}=4/3$.

### The logarithm depends on the momentum

An electron that has been scattered to a momentum $p\gg Z$ has kinetic energy $p^2/2$. The expansion in $1/k$ holds for photons above that energy. Such an electron therefore feels the contact strength

$$g_1(p)=\frac43\,\alpha^3Z\int_{p^2/2}^{c^2}\frac{dk}k=\frac43\,\alpha^3Z\,(\ell+\ln2),\qquad \ell=\ln\frac{c^2}{p^2}.\tag{15}$$

The $\ln2$ will be dropped, as it cannot affect the leading power of $L$. The logarithm $\ell$ equals $L$ at the atomic momentum $p=Z$ and falls to zero at $p=c$.

We must check that nothing was lost in replacing the soft photon by (15). Two omissions were settled in the first half: the shift of $E$ gives $-\langle p^2\rangle E_2/k$, without $\ln k$, and $V_2$ gives zero between emission and absorption. Four other pieces were left out, and for each the question is whether it has an $\ln k$ in the integrand at order $Z^2/k$.

*Higher terms in $(H-E)/k$ for momenta below $Q$.* For a free electron the exact photon factor is $p^2/(p^2+Q^2)$, while the contact potential uses $p^2/Q^2$. The relative error is $-p^2/(p^2+Q^2)$. At fixed $k$ the contact terms are integrals of $Z\,dp/k$ and $Z^2dp/(kp)$. With the extra factor both are controlled by $p\sim Q$, and they give terms of order $Z/\sqrt k$ and $Z^2/k$ without a logarithm. Coulomb corrections to the factor cost a further $Z/Q$.

*Photons with $k$ below $p^2/2$.* There $(H-E)/(H-E+k)$ tends to 1, so at fixed $k$ we need $\int_{p>Q}d^3p\;p^2\,\delta\tilde\psi\,\tilde\psi$, with the tilde marking momentum space. The cusp $-Zr$ gives $\tilde\psi$ a tail proportional to $Z/p^4$, and $\delta\tilde\psi$ falls as $1/p^2$ with a correction $Z/p^3$. The two parts of the integral scale as $Z/Q$ and $Z^2/Q^2$. Both are set at the lower end $p\sim Q$ and contain no logarithm. Coulomb corrections to the photon factor cost a further $Z/p$ and behave alike.

*The bracket in (13).* It vanishes on $\psi$, but not in a second-order term with $V_2$. There the part with $H-E$ on the left still acts on $\psi$ and gives zero. For the other part use $(H-E)\bar G=-(1-|\psi\rangle\langle\psi|)$. Counting both orders of the cross term, we obtain

$$-g_2\psi_0\int_{p<Q}\frac{d^3p}{(2\pi)^3}\,p^2\tilde\psi(\mathbf p)+\langle p^2\rangle E_2 .$$

A logarithm of $Q$ would need a tail $1/p^5$ in $\tilde\psi$. Near the origin $\psi$ is a power series in $r$. Its even powers are smooth functions of position and leave no tail, while $r$ and $r^3$ leave $1/p^4$ and $1/p^6$. So $1/p^5$ is absent. The integral is a term linear in $Q$ plus a constant, and after division by $k$ it gives terms of the types $Z/\sqrt k$ and $Z^2/k$, without $\ln k$.

*The part of $V_2\psi$ with momenta above $Q$.* The integral just written restricts the source $g_2\psi_0\,\delta^3(\mathbf r)$ to momenta below $Q$. A source component above $Q$ can reach low momenta by one Coulomb exchange. This changes the $1/p^2$ part of $\delta\tilde\psi$ by a relative amount of order $Z/Q$. That part contributes to $w$ at order $Z/\sqrt k$, so the change is of order $Z^2/k$, again without a logarithm.

### The second-order cross term

Two potentials $V_1$ and $V_2$ give the cross term $2\langle V_1\bar GV_2\rangle$. For two contacts this is $2g_2\psi_0^2$ times the propagation from the origin back to the origin, weighted with $g_1(p)$. At high momentum the propagation can be expanded in the number of Coulomb exchanges.

*No exchange.* The propagator is $-2/p^2$, so the integral is proportional to $\int dp\,\ell(p)$. It is dominated by $p\sim c$: $\int_0^cdp\,\ln(c^2/p^2)=2c$. There is no $L$ at the leading size, which is that of the $(Z\alpha)^5$ term. The removal of the atomic region $p\lesssim Z$ changes it by an amount of order $ZL$, a single logarithm at the order of interest.

*One exchange.* Between two free propagators stands $-4\pi Z/(\mathbf p-\mathbf q)^2$:

$$\int\!\!\int\frac{d^3p\,d^3q}{(2\pi)^6}\Big(\!-\frac2{p^2}\Big)\Big(\!-\frac{4\pi Z}{(\mathbf p-\mathbf q)^2}\Big)\Big(\!-\frac2{q^2}\Big).$$

The $q$ integral is a convolution. In position space $1/q^2$ is $1/(4\pi r)$, so the convolution is the Fourier transform of $1/(16\pi^2r^2)$. Since $1/r^2$ transforms into $2\pi^2/p$,

$$\int\frac{d^3q}{(2\pi)^3}\,\frac1{q^2(\mathbf p-\mathbf q)^2}=\frac1{16\pi^2}\,\frac{2\pi^2}p=\frac1{8p}.$$

The three minus signs leave one, and the numerical factors give

$$-16\pi Z\int\frac{4\pi p^2\,dp}{8\pi^3}\,\frac1{8p^3}=-\frac Z\pi\int\frac{dp}p.\tag{16}$$

The $q$ integral converges at both ends and is controlled by $q\sim p$. It therefore makes no difference to the leading logarithm which of the two momenta sets the scale in $g_1$.

*Two or more exchanges.* Each costs another factor $Z/p$. The integral then comes from $p\sim Z$, where $\ell\simeq L$, and yields at most one logarithm.

Put (15) into (16). Since $d\ell=-2\,dp/p$,

$$\int_Z^c\frac{dp}p\,\ell=\frac12\int_0^L\ell\,d\ell=\frac{L^2}4 .$$

The cross term is then

$$\delta E=2E_2\Big(\!-\frac Z\pi\Big)\Big(\frac43\alpha^3Z\Big)\frac{L^2}4=-\frac23\,\frac\alpha\pi\,(Z\alpha)^2L^2\,E_2,\tag{17}$$

in agreement with the first derivation. With the definition of $E_2$, it gives $C_{62}=-(2/3)B_{40}$.

The sign has a simple origin. A repulsive contact potential pushes the electron away from the nucleus, and by (9) the wave function near the origin falls. The larger part of the fall, from $-1/(2\pi r)$, belongs to the $(Z\alpha)^5$ term; the logarithm in (9), also negative at short distances, gives the correction considered here. The second repulsive contact then finds less density to act on. Since $g_1$ is repulsive, the correction has the sign opposite to that of $E_2$.

### What freezing the logarithm would do

If $V_1$ is given the constant strength $(4/3)\alpha^3ZL$ at all momenta, then (16) contributes $\int_Z^cdp/p=L/2$ and the cross term becomes

$$2E_2\Big(\!-\frac Z\pi\Big)\Big(\frac43\alpha^3ZL\Big)\frac L2=-\frac43\,\frac\alpha\pi\,(Z\alpha)^2L^2E_2 .$$

This is twice the correct result. The one-loop logarithmic contact potential must therefore keep the momentum dependence of (15). The numerical solution of the soft-photon problem supports this: the ratio $C_{62}/B_{40}$ obtained from the fitted $\ln k$ coefficient is $-0.6666$, against $-4/3$ for the frozen logarithm.

The same integral shows what $C_{63}=0$ rests on. Suppose that the two-loop strength had a logarithmic part $B_{41}\ell$. Its cross term would contain $-(4/3)B_{41}\int_0^L\ell^2d\ell=-(4/9)B_{41}L^3$. A cubic logarithm would appear. It is absent because $B_{41}=0$, which followed from the power counting in the first half.

### Hydrogen and the helium ion

The value of $B_{40}$ is an input to this argument. It is assembled from three two-loop numbers that are not derived here. If the two-loop part of the Dirac form factor is $-(\alpha/\pi)^2s\,q^2/c^2$ at small momentum transfer $q$, it multiplies $-4\pi Z/q^2$ and leaves a contact term of strength $(\alpha/\pi)^2\,4\pi Z\alpha^2s$, so it contributes $4s$ to $B_{40}$. The anomalous magnetic moment and vacuum polarization are added with weight one:

$$B_{40}=4(0.469941)-0.328479-1.012346=0.5389 .$$

As a check on the magnetic-moment input, the measured electron anomaly minus its one- and two-loop parts leaves $1.18\,(\alpha/\pi)^3$, the size expected of a three-loop remainder. The result for the coefficient is $C_{62}=-(2/3)(0.5389)=-0.3593$.

For hydrogen $L=9.8405$. The logarithm comes from distances between the reduced Compton length, 0.003862 angstrom, and the Bohr radius, 0.529 angstrom. With $\alpha=0.00729735$ the relative correction is

$$-\frac23\cdot\frac{0.00729735}{\pi}\cdot(0.00729735)^2\cdot(9.8405)^2=-7.985\times10^{-6}.$$

The two-loop $B_{40}$ shift of 1S is $4.21\times10^{-9}$ eV. The $C_{62}$ term is their product, $-3.36\times10^{-14}$ eV, or $-8.1$ Hz. For 2S the factor $1/n^3$ reduces it to $-4.2\times10^{-15}$ eV, or $-1.0$ Hz.

For He$^+$ the factor $(Z\alpha)^2$ is four times larger, but $L$ falls to 8.4542. The relative correction becomes $-2.358\times10^{-5}$, a factor $4(8.4542/9.8405)^2\simeq2.95$ above hydrogen. The 1S shift is $-1.59\times10^{-12}$ eV, or $-384$ Hz.

These figures give the size of one term. The next one, $C_{61}L$, is smaller by a single factor of $L$, about 10, apart from the unknown ratio of the coefficients. Nuclear recoil and nuclear size are also left out. The numbers should not be read as complete three-loop shifts. The full numerical output follows the text.

### What each derivation assumes

Both derivations take the same ingredients for granted: a fixed point nucleus, $Z\alpha\ll1$ so that the atomic and relativistic scales are well separated, a nonrelativistic electron between those scales, and the power counting that singles out one soft photon with one two-loop contact. If that counting failed, both would fail together. Their agreement tests the cross term, not the list of contributions.

They differ in how they treat the soft photon. The first keeps the photon propagating and never replaces it by a potential. It needs the short-distance forms of $\psi$ and $\bar G$ and the large-$k$ behaviour of a P-wave equation. In return it gives a definite function $w(k)$, including the coefficient of its $1/\sqrt k$ term, which can be compared with a numerical solution. Its logarithm is the sum of two pieces of opposite sign, 8 from the Green function and $-4$ from the cusp, and only their sum enters $w(k)$.

The second assumes more. It replaces photons by a local potential for electrons of low enough momentum, and it needs the arguments given above that the discarded pieces carry no $\ln k$. It is reliable for the leading logarithm and says nothing about the constant that accompanies it, since the boundary $k=p^2/2$ in (15) is known only up to a numerical factor. Its advantage is that one integral, $\int\ell\,d\ell$, explains the factor $1/2$ and shows how the answer would change if the two-loop potential were not constant.

The contact nature of $V_2$ enters both. The first uses it to remove the insertion between emission and absorption, the second to reduce the cross term to propagation from the origin to the origin. For states with $l>0$ the wave function vanishes at the origin, $E_2$ is zero, and relation (12) does not apply. For an S state in a heavy ion, $L$ is no longer large; the relation between the coefficients still holds, but the $L^2$ term then need not dominate its neighbours.

## Table of computed values

```
NUMERICAL TEST OF THE SOFT-PHOTON INTEGRAND (Z = 1, atomic units)
photon energy range: 1e+03 to 1e+07 hartree
1S coefficient of sqrt(k) in k*w: -5.65685
1S coefficient of ln k in k*w: -1.9997
1S coefficient of ln^2 k in k*w: -5.1e-05
1S A41 from W(k): 1.33333
1S energy-shift part times k: -1.0000
1S C62/B40 from the fit: -0.6666
1S C62/B40 with the logarithm frozen: -1.3334
2S coefficient of sqrt(k) in k*w: -5.65685
2S coefficient of ln k in k*w: -1.9997
2S coefficient of ln^2 k in k*w: -4.8e-05
2S A41 from W(k): 1.33333
2S energy-shift part times k: -0.2500
2S C62/B40 from the fit: -0.6666
2S C62/B40 with the logarithm frozen: -1.3334
derived coefficient of sqrt(k): -5.65685
TWO-LOOP INPUTS AND THE RESULT (dimensionless)
two-loop Dirac slope: 0.469941
two-loop magnetic moment: -0.328479
two-loop vacuum polarization: -1.012346
anomaly remainder in (alpha/pi)^3: 1.18
B40: 0.538941
C62: -0.359294
WORKED EXAMPLE (fixed point nucleus)
electron rest energy: 510998.95 eV
alpha: 0.007297353
Bohr radius: 0.529177 angstrom
reduced Compton length: 0.003862 angstrom
H 1S L: 9.8405
H 1S two-loop B40 shift: 4.2136e-09 eV
H 1S ratio of C62 term to B40 term: -7.985e-06
H 1S C62 shift: -3.365e-14 eV = -8.14 Hz
H 2S L: 9.8405
H 2S two-loop B40 shift: 5.2670e-10 eV
H 2S ratio of C62 term to B40 term: -7.985e-06
H 2S C62 shift: -4.206e-15 eV = -1.02 Hz
He+ 1S L: 8.4542
He+ 1S two-loop B40 shift: 6.7418e-08 eV
He+ 1S ratio of C62 term to B40 term: -2.358e-05
He+ 1S C62 shift: -1.589e-12 eV = -384.31 Hz
```
